# Branching SO(7) to G2 to SO(3) for f Electrons

Three equivalent f electrons have two doublet terms with $L=2$. Spin and orbital angular momentum cannot tell them apart, so a matrix element written "between doublet D and doublet D" is ambiguous: any rotation of the two terms into each other leaves $S$ and $L$ unchanged. Counting $M$ values shows that there are two such terms but supplies no further label. The groups SO(7) and G2, placed above the rotation group SO(3), supply one, provided that we know which $L$ values occur in each of their irreducible representations (irreps).

## The groups and their weights

The seven orbitals have $l=3$ and $m=3,\ldots,-3$. Let $v^k_q$ be the unit tensor operators on them, normalized by $\mathrm{tr}(v^{k\dagger}_q v^k_q)=1$. Coupling two orbitals to $L=0$ defines an invariant symmetric form, and SO(7) preserves it. Angular momentum operators are antisymmetric in this form, so $v^k_k\propto(L_+)^k$ has symmetry $(-1)^k$. Commutation with $L_-$, which produces the other components, keeps this symmetry. The antisymmetric operators are therefore $v^1,v^3,v^5$, and their number, $3+7+11=21$, is the dimension of SO(7).

Ranks 1 and 5 alone close under commutation. Bracketing with rank 1, which is angular momentum, preserves rank. The bracket $[v^5,v^5]$ is antisymmetric and could contain ranks 1, 3 and 5, so rank 3 must be excluded. The operator $v^3_0$ is an odd cubic in $m$, orthogonal to $m$:
$$m^3-\frac{\sum m^4}{\sum m^2}m=m^3-\frac{196}{28}m=m(m^2-7)\propto(1,-1,-1,0,1,1,-1).$$
The operator $v^5_5$ takes $m=-3$ to 2 and $-2$ to 3 with equal amplitudes. Hence $[v^5_5,(v^5_5)^\dagger]$ is proportional to $(1,1,0,0,0,-1,-1)$, whose product with $v^3_0$ has trace $1-1-1+1=0$.

One component suffices, because the coupling coefficient $\langle 5\,5,5\,{-5}|3\,0\rangle$ is nonzero. Indeed, $J^2$ is tridiagonal in the states $|m,-m\rangle$ with nonzero neighbouring elements, so an eigenvector whose first component vanished would vanish altogether. By the Wigner–Eckart theorem the whole rank-3 part is zero.

A diagonal SO(7) generator has entries $(h_3,h_2,h_1,0,-h_1,-h_2,-h_3)$. A weight $(a,b,c)$ means the eigenvalue $ah_3+bh_2+ch_1$. For ranks 1 and 5, orthogonality to $v^3_0$ requires $h_3-h_2-h_1=0$. Substituting $h_1=h_3-h_2$ gives
$$(a,b,c)\to(a+c,\;b-c).$$
For $L_z$ we have $h_3=3$ and $h_2=2$, so a weight $(a,b)$ of the smaller group projects to
$$M=3a+2b.$$

## A small case by hand

The seven orbital weights become $\pm(1,0),\pm(0,1),\pm(1,-1)$ and zero. Call the six nonzero ones short. Their $M$ values are $\pm3,\pm2,\pm1$ which, with zero, form one F term.

The 21 SO(7) generators have the weights of antisymmetric pairs of orbitals. After projection, each short weight occurs twice, zero occurs three times, and each long weight
$$\pm(1,1),\quad\pm(2,-1),\quad\pm(-1,2)$$
occurs once. Now remove the rank-3 generators, which have $M=3,\ldots,-3$ once each. They take one copy of $(1,0)$, $(0,1)$, their negatives, and zero. At $M=1$ they must take $(1,-1)$, since otherwise it would remain as a double root, and roots of a compact Lie algebra are nondegenerate.

The 14 remaining generators have six short roots, six long roots and two zeros: this is G2. Labelling irreps by highest weight, we have found $(110)\to(10)+(11)$. The positive $M$ values of $(11)$ are $5,4,3,2,1,1$, and $M=0$ occurs twice. Removing the string $5,\ldots,-5$ leaves $1,0,-1$, so $(11)\to P+H$.

Removing whole irreps in this way requires their weight multiplicities in advance. The character formula gives a rule that does not.

## Reading multiplicities from a character

Write $\chi_\lambda=\sum_\mu m(\mu)e^\mu$, where $m(\mu)$ is the multiplicity of weight $\mu$. Let $\rho$ be half the sum of the positive roots and
$$\Delta=\prod_{\alpha>0}(e^{\alpha/2}-e^{-\alpha/2})=e^\rho\prod_{\alpha>0}(1-e^{-\alpha}).$$
When a group average of a class function is reduced to diagonal elements, displacement along root $\alpha$ contributes a factor $1-e^\alpha$. The roots $\pm\alpha$ together give $|1-e^\alpha|^2$, so the total Jacobian is $|\Delta|^2$. Each generic class is met $|W|$ times, where $W$ is the Weyl group generated by reflections in roots. Orthonormality of characters then reads
$$\frac1{|W|}\int|\chi_\lambda\Delta|^2=1.$$

The character is invariant under $W$. A reflection in a simple root reverses that root and permutes the other positive roots, so $\Delta$ changes sign. Thus $\chi_\lambda\Delta$ is an integer combination of signed orbits $A_\mu=\sum_w\varepsilon(w)e^{w\mu}$. Each orbit has squared norm $|W|$, so the squares of the integers sum to one and a single orbit remains. Its leading term is $e^{\lambda+\rho}$ with coefficient one:
$$\chi_\lambda\prod_{\alpha>0}(1-e^{-\alpha})=\sum_w\varepsilon(w)e^{w(\lambda+\rho)-\rho}.$$

A dominant weight has non-negative products with all simple roots. If $w(\lambda+\rho)-\rho$ is dominant, then $w(\lambda+\rho)$ is strictly dominant, which forces $w=1$. For a sum of irreps, the coefficient at dominant $\lambda$ is therefore the multiplicity of irrep $\lambda$. For SO(3) the product is $1-q^{-1}$, and the number of terms $L$ is
$$n_L=m(L)-m(L+1).$$

For G2 take the positive roots $(1,0),(0,1),(1,-1),(1,1),(2,-1),(-1,2)$. They sum to $(4,2)$, so $\rho=(2,1)$. The simple roots are $(1,-1)$ and $(-1,2)$, with reflections $(a,b)\to(b,a)$ and $(a,b)\to(a+b,-b)$. Setting $\lambda=0$ in the character formula expands the product as $\sum_w\varepsilon(w)e^{w\rho-\rho}$. Following $\rho$ through its twelve images gives
$$\begin{aligned}n_\lambda={}&m(\lambda)-m(\lambda+(1,-1))-m(\lambda+(-1,2))\\&+m(\lambda+(-1,3))+m(\lambda+(3,-2))-m(\lambda+(4,-2))\\&-m(\lambda+(0,4))+m(\lambda+(1,4))+m(\lambda+(5,-1))\\&-m(\lambda+(5,0))-m(\lambda+(3,3))+m(\lambda+(4,2)).\end{aligned}$$

## From SO(7) to G2

Start with $(210)$. An antisymmetric pair combined with a third orbital vector gives $21\times7=147$ states. Antisymmetrizing all three gives a 35-dimensional part, and contracting the third vector with the pair gives a 7-dimensional part. The remaining 105 states contain the weight $(2,1,0)$.

They form one irrep. Evaluating the character formula at $e^\mu\to q^{(\mu,\rho)}$ and letting $q\to1$ gives the dimension $\prod_{\alpha>0}(\lambda+\rho,\alpha)/(\rho,\alpha)$. Here $\rho=(5/2,3/2,1/2)$ and $\lambda+\rho=(9/2,5/2,1/2)$. The roots $e_i$ contribute $\frac95\cdot\frac53\cdot1=3$, and the pairs $e_i\pm e_j$ contribute $\frac{56}{16}\cdot\frac{80}{24}\cdot\frac{24}{8}=35$. The product is 105.

Multiplicities are constant on Weyl orbits, so dominant weights suffice. Adding projected weights gives:

| Part | (21) | (20) | (11) | (10) | (00) |
|---|---:|---:|---:|---:|---:|
| all 147 | 1 | 4 | 5 | 11 | 15 |
| antisymmetric 35 | 0 | 1 | 1 | 3 | 5 |
| contracted 7 | 0 | 0 | 0 | 1 | 1 |
| (210) | 1 | 3 | 4 | 7 | 9 |

For example, $(2,0)$ in the first row is $(1,0)+(1,0)$, $(2,-1)+(0,1)$ or $(1,1)+(1,-1)$. The pair weights have multiplicities 2, 1 and 1, which total 4. In the second row, $(2,0)$ arises once, as $(1,0)+(0,1)+(1,-1)$. The orbits have sizes 12, 6, 6, 6 and 1, so the last row contains $12+18+24+42+9=105$ states.

The reading rule now gives, with vanishing terms omitted,
$$\begin{aligned}n_{21}&=1,\\n_{20}&=3-1-1=1,\\n_{11}&=4-3=1,\\n_{10}&=7-4-3=0,\\n_{00}&=9-7-4+1+1=0.\end{aligned}$$
Therefore
$$(210)\to(11)+(20)+(21).$$

The irrep $(200)$ consists of traceless symmetric products of two orbital vectors. Its multiplicities at $(20),(11),(10),(00)$ are $1,1,2,3$. For zero weight there are three opposite pairs and one product of two zero weights, less one for the trace. The rule gives $n_{20}=1$, $n_{11}=1-1=0$, $n_{10}=2-1-1=0$ and $n_{00}=3-2-1=0$. Thus $(200)\to(20)$.

## From G2 to SO(3)

The nonnegative $M$ values in the orbit of $(20)$ are $6,4,2$; for $(11)$ they are $5,4,1$; for $(10)$ they are $3,2,1$. With multiplicities $1,1,2$ and three zero weights, the irrep $(20)$ has
$$m(0),\ldots,m(6)=3,3,3,2,2,1,1.$$
The differences $m(L)-m(L+1)$ are $0,0,1,0,1,0,1$, hence
$$(20)\to D+G+I.$$
The dimensions agree: $5+9+13=27$.

For $(21)$, subtract the multiplicities of $(20)$ and $(11)$ from the last row of the table. Since $(11)$ has multiplicities $1,1,2$ at $(11),(10),(00)$, the result at $(21),(20),(11),(10),(00)$ is $1,2,2,4,4$. The orbit of $(21)$ is
$$\pm(2,1),\pm(1,2),\pm(3,-1),\pm(3,-2),\pm(-1,3),\pm(-2,3),$$
with $M=\pm8,\pm7,\pm7,\pm5,\pm3$ and $0$ twice. Adding the orbits gives
$$m(0),\ldots,m(8)=6,6,6,5,4,3,2,2,1.$$
For instance, $m(5)=1+2=3$, from the orbits of $(21)$ and $(11)$. The differences are $0,0,1,1,1,1,0,1,1$. Spectroscopic letters skip J, so $L=7$ and 8 are K and L:
$$(21)\to D+F+G+H+K+L.$$
The dimensions sum to $5+7+9+11+15+17=64$. There is no I term because $m(6)=m(7)$.

## A second route to the same result

The G2 inner product follows from projecting the SO(7) unit vectors onto the plane orthogonal to $(1,-1,-1)$. The images of $e_1$ and $e_2$ are $(2,1,1)/3$ and $(1,2,-1)/3$, with squared lengths $2/3$ and mutual product $1/3$. Rescaling short roots to length one gives
$$((a,b),(c,d))=ac+bd+\tfrac12(ad+bc).$$
Long roots then have squared length 3.

Both simple roots have $M=1$. Thus $M(\mu)=(\mu,\rho^\vee)$, where $\rho^\vee$ is half the sum of the positive coroots $\alpha^\vee=2\alpha/(\alpha,\alpha)$. Replace $e^\mu$ by $q^M$ in the character formula. The numerator becomes
$$\sum_w\varepsilon(w)q^{(w(\lambda+\rho),\rho^\vee)}=\sum_w\varepsilon(w)q^{(\lambda+\rho,w\rho^\vee)},$$
after renaming $w^{-1}$ as $w$. The coroots again form a G2 root system, so the $\lambda=0$ identity turns this sum into a product. With $[n]=(q^{n/2}-q^{-n/2})/(q^{1/2}-q^{-1/2})$,
$$\chi_\lambda(q)=\prod_{\alpha>0}\frac{[(\lambda+\rho,\alpha^\vee)]}{[(\rho,\alpha^\vee)]}.$$
For $\lambda=(u_1,u_2)$ the six numerator integers are
$$u_1+u_2+3,\;u_1+2,\;2u_1+u_2+5,\;u_1+2u_2+4,\;u_1-u_2+1,\;u_2+1,$$
and the denominator integers are $3,2,5,4,1,1$.

For $(20)$ the numerators are $5,4,9,6,3,1$. Cancellation leaves
$$\chi_{20}=[9]\frac{[6]}{[2]}=[9](q^2+1+q^{-2}).$$
These are three nine-member strings centred at $M=2,0,-2$, and their overlap reproduces the counts above.

For $(21)$ the numerators are $6,4,10,8,2,2$, each twice its denominator:
$$\chi_{21}=\prod_{j\in\{1,1,2,3,4,5\}}(q^{j/2}+q^{-j/2}).$$
Choosing the negative exponent for a subset of sum $s$ gives $M=8-s$. Treating the two ones as distinct, there are $1,2,2,3,4,5,6,6,6$ subsets with $s=0,\ldots,8$, again the required multiplicities. At $q=1$ the product is $2^6=64$.

## The method in general

For any irrep with an integer highest weight in this chain:

1. Form the signed orbit $\sum_w\varepsilon(w)e^{w(\lambda+\rho)-\rho}$.
2. Divide by each $1-e^{-\alpha}$. Starting from the highest remaining weight, record its coefficient and carry it to the weight lower by $\alpha$. The division has no remainder, and the quotient is the character.
3. Project every weight and add the multiplicities of coinciding images.
4. Multiply by the subgroup's factors $1-e^{-\alpha}$ and read the coefficients at dominant weights.

Step 3 depends on the embedding: the map must describe the subgroup actually used. A negative coefficient in step 4 signals an error, since multiplicities cannot be negative. A coefficient greater than one would mean that the chain leaves copies of an irrep unseparated, and another label would be needed.

## Three f electrons

With two spins up and one down there are $21\times7=147$ states. Fully antisymmetric orbital states belong to quartets, which accounts for the 35 states of $(111)$. The others are doublets, with 7 states in $(100)$ and 105 in $(210)$. The branching places eleven doublet terms in $(210)$, including two each of D, G and H. The G2 label separates each pair.

To make the labels visible in energies, take the model operator
$$H=\alpha L^2+\frac{\beta}{12}C,$$
with $\alpha=0.002$ eV and $\beta=-0.060$ eV. The G2 Casimir operator $C$ has eigenvalue $(\lambda,\lambda+2\rho)$. On a highest-weight state, the diagonal generators contribute $(\lambda,\lambda)$, and the commutators of opposite root operators contribute $(\lambda,2\rho)$. Hence
$$\begin{aligned}C_{20}&=((2,0),(6,2))=12+2=14,\\C_{21}&=((2,1),(6,3))=12+3+6=21.\end{aligned}$$
For D terms $L(L+1)=6$, so
$$\begin{aligned}E[D(20)]&=0.012-0.070=-0.058\ \text{eV},\\E[D(21)]&=0.012-0.105=-0.093\ \text{eV}.\end{aligned}$$
Their separation is $7\beta/12=-0.035$ eV, or $-0.00129$ hartree. It comes entirely from the G2 term; if $\beta=0$, the two D terms coincide. The G pair has the same separation because it involves the same two irreps. For the H pair, $C_{11}=12$ gives $9\beta/12=-0.045$ eV. Diagonalizing $H$ in the explicit 105-dimensional space confirmed the predicted levels and degeneracies.

This model omits the central-field energy, the Coulomb splitting of terms and spin-orbit coupling, so its levels are not the spectrum of an ion. In it, the G2 label is conserved by construction, since $H$ is built only from $L^2$ and $C$, which commute with each other. The Coulomb interaction within the shell contains the pair scalars
$$\sum_{i<j}\sum_q v^{k\dagger}_q(i)v^k_q(j),\qquad k=2,4,6,$$
weighted by radial integrals and angular constants. Their matrix elements between $D(20)$ and $D(21)$ have magnitudes 0.117, 1.087 and 0.970. Each scalar alone therefore mixes the two terms. The rank-4 element has the opposite sign to the other two, however, while the Coulomb weights are all positive, so the contributions partly cancel. For example, the radial integrals $F^2,F^4,F^6=10,\ 6.68,\ 4.94$ eV give contributions of magnitude 0.438, 1.027 and 0.601 eV, but a total of only 0.012 eV. Unless the cancellation is exact, the Coulomb eigenstates are mixtures of $D(20)$ and $D(21)$. With these integrals the diagonal Coulomb energies of the two D terms differ by 1.39 eV, so their mixing is very weak. This does not hold for every pair: between the two G terms the element has magnitude 2.00 eV, while the diagonal energies differ by only 0.67 eV, so they mix strongly. The G2 labels then still define an unambiguous basis in which to write the two-by-two matrix, but they are not conserved quantum numbers. The numerical output lists the branching tables, multiplicities and model energies.

## Calculated quantities

```
All numbers are dimensionless unless a unit is shown
G2 closure error of ranks 1 and 5: 1.8e-15
diagonal of v^3_0, m=3..-3, scaled: [1, -1, -1, 0, 1, 1, -1]
diagonal of v^5_0, m=3..-3, scaled: [1, -4, 5, 0, -5, 4, -1]
SO(7) (000) dim 1 -> (00)
SO(7) (100) dim 7 -> (10)
SO(7) (110) dim 21 -> (10) + (11)
SO(7) (111) dim 35 -> (00) + (10) + (20)
SO(7) (200) dim 27 -> (20)
SO(7) (210) dim 105 -> (11) + (20) + (21)
G2 (00) dim 1 Casimir 0 -> S
G2 (10) dim 7 Casimir 6 -> F
G2 (11) dim 14 Casimir 12 -> P H
G2 (20) dim 27 Casimir 14 -> D G I
G2 (21) dim 64 Casimir 21 -> D F G H K L
(20) dominant weight multiplicities: {'(20)': 1, '(11)': 1, '(10)': 2, '(00)': 3}
(20) product factors n: [5, 4, 9, 6, 3, 1]
(20) m(M), M=0..6: [3, 3, 3, 2, 2, 1, 1]
(20) m(L)-m(L+1), L=0..6: [0, 0, 1, 0, 1, 0, 1]
(21) dominant weight multiplicities: {'(21)': 1, '(20)': 2, '(11)': 2, '(10)': 4, '(00)': 4}
(21) product factors n: [6, 4, 10, 8, 2, 2]
(21) m(M), M=0..8: [6, 6, 6, 5, 4, 3, 2, 2, 1]
(21) m(L)-m(L+1), L=0..8: [0, 0, 1, 1, 1, 1, 0, 1, 1]
product factors d: [3, 2, 5, 4, 1, 1]
f3 block (100): dimension 7, SO(7) Casimir 6
f3 block (111): dimension 35, SO(7) Casimir 12
f3 block (210): dimension 105, SO(7) Casimir 18
alpha = 0.002 eV, beta = -0.060 eV
model energy of doublet P (11): -0.0560 eV
model energy of doublet H (11): 0.0000 eV
model energy of doublet D (20): -0.0580 eV
model energy of doublet G (20): -0.0300 eV
model energy of doublet I (20): 0.0140 eV
model energy of doublet D (21): -0.0930 eV
model energy of doublet F (21): -0.0810 eV
model energy of doublet G (21): -0.0650 eV
model energy of doublet H (21): -0.0450 eV
model energy of doublet K (21): 0.0070 eV
model energy of doublet L (21): 0.0390 eV
E[D(21)] - E[D(20)] = -0.0350 eV = -0.001286 hartree
|D(20)-D(21) element| of rank-2 pair scalar: 0.11724
|D(20)-D(21) element| of rank-4 pair scalar: 1.08710
|D(20)-D(21) element| of rank-6 pair scalar: 0.96986
```
